# Counting random cis/trans and fac/mer isomers on an octahedral centre

**Problem.** Six ligands surround a metal M at the corners of an octahedron. They are of two kinds, X and Y, and can exchange between molecules. At fixed composition, all arrangements have the same energy.

(a) Find the equilibrium ratio cis:trans for $\mathrm{MX_4Y_2}$. In the cis isomer the two Y ligands are neighbours, at 90° seen from M; in the trans isomer they are opposite, at 180°.

(b) Find fac:mer for $\mathrm{MX_3Y_3}$. In the fac isomer the three Y ligands share one face of the octahedron. In the mer isomer two of them are opposite each other.

(c) Apply the results to a gas of mixed tungsten fluoride chlorides at 500 K and 100 mTorr, with 40 % of the ligand sites holding Cl. Decide whether equal energies are a sound assumption there.

## A tempting solution

$\mathrm{MX_4Y_2}$ has two isomers. The Boltzmann factor compares them through their energies,

$$
\frac{p_{\rm cis}}{p_{\rm trans}}
=\exp\!\left(\frac{E_{\rm trans}-E_{\rm cis}}{RT}\right),
$$

where $p$ is a population, $E$ a molar energy, $R$ the gas constant and $T$ the temperature. The energies are equal, so the exponential is 1 and cis:trans is 1:1. The same argument gives fac:mer equal to 1:1.

## Where it fails

The Boltzmann factor weights a single arrangement. The word "cis" names a whole set of arrangements, and so does "trans". If isomer $i$ comprises $g_i$ arrangements, each of energy $E_i$, its population is proportional to the sum of $g_i$ equal terms:

$$
p_i\propto g_i\,e^{-E_i/RT}.
$$

The tempting solution set $g_{\rm cis}=g_{\rm trans}$ without counting. With equal energies the exponentials cancel, and the ratio of populations is the ratio of the $g_i$.

## The count

Fix the molecule in space and label its sites $+x,-x,+y,-y,+z,-z$. They form three opposite pairs. Ligands of one kind are interchangeable, so an arrangement is specified by saying which sites hold Y.

**Two Y ligands.** The number of arrangements is

$$
\binom{6}{2}=\frac{6\cdot5}{2}=15.
$$

A trans arrangement fills one opposite pair. There are three such pairs, so $g_{\rm trans}=3$. Any other choice puts the two Y ligands on neighbouring sites, hence $g_{\rm cis}=15-3=12$ and

$$
\boxed{\text{cis:trans}=12:3=4:1.}
$$

**Three Y ligands.** Now there are

$$
\binom{6}{3}=\frac{6\cdot5\cdot4}{3\cdot2}=20
$$

arrangements. In a fac arrangement no two Y ligands are opposite, so each of the three pairs supplies one site. Each pair offers two choices, and $g_{\rm fac}=2^3=8$. In a mer arrangement one pair is full, which can happen in three ways, and the third Y takes one of the four remaining sites. Thus $g_{\rm mer}=3\cdot4=12$. Three ligands cannot fill two pairs, so the two cases are complete, as the sum $8+12=20$ confirms. Therefore

$$
\boxed{\text{fac:mer}=8:12=2:3.}
$$

## The same ratios from random replacement

Start from $\mathrm{MX_6}$ and replace X by Y one ligand at a time, each remaining X being equally likely to leave. The first Y may go anywhere. Of the five sites left, four are neighbours of the first Y and one is opposite:

$$
P({\rm cis})=\frac45,\qquad P({\rm trans})=\frac15 .
$$

For the third Y, consider a cis molecule with Y on $+x$ and $+y$. The free sites are $-x,-y,+z,-z$. The first two complete an opposite pair and give mer; the last two give fac. From a trans molecule every further replacement gives mer, because an opposite pair is already full. Hence

$$
P({\rm fac})=\frac45\cdot\frac12+\frac15\cdot0=\frac25,
\qquad P({\rm mer})=1-\frac25=\frac35,
$$

which is again 2:3.

This route also shows how a kinetic preference changes the answer. Suppose that the second replacement is irreversible, and that the site opposite the first Y reacts $r$ times as fast as each neighbouring site. The four neighbours have total relative rate 4 and the opposite site has rate $r$, so the products form in the ratio cis:trans $=4:r$. The statistical value needs $r=1$; at $r=4$ the isomers form equally. At equilibrium, by contrast, the rates do not matter: the numbers of arrangements and their energies decide.

## Does a tumbling molecule spoil the count?

A gas molecule rotates, and a rotation can carry one cis arrangement into another. One may therefore ask whether the twelve should be counted separately.

An octahedron has 24 proper rotations: any of its six corners can be turned to the top, and four turns about the vertical axis remain. Apply all 24 to one arrangement. If $\sigma$ of them leave it unchanged, each distinct image appears $\sigma$ times, so the number of images is

$$
g=\frac{24}{\sigma}.
$$

The number $\sigma$ is the rotational symmetry number. It is 2 for cis, 8 for trans, 3 for fac and 2 for mer. The formula returns $g=12,3,8,12$, the numbers already found. The rotational partition function of a molecule contains the factor $1/\sigma$, which removes repeated counting of indistinguishable orientations. The weights $1/\sigma$ alone give

$$
\frac{1/\sigma_{\rm cis}}{1/\sigma_{\rm trans}}=\frac{8}{2}=4,
\qquad
\frac{1/\sigma_{\rm fac}}{1/\sigma_{\rm mer}}=\frac{2}{3}.
$$

Counting arrangements and dividing by $\sigma$ are two ways to include one effect. Using both would give $(12/2):(3/8)=16:1$ for cis:trans, which counts the symmetry twice.

There remains the rest of the partition function: moments of inertia and vibrations differ between isomers. For classical nuclei these differences cancel if the potential energy $U$ is unchanged when any two ligands, including an X and a Y, swap places. To see this, give all six ligands individual labels. There are $6!$ labelled placements, and the 24 rotations group them into $6!/24=30$ wells of $U$, each well including all orientations. Relabelling ligands carries any well into any other, so every well has the same integral of $e^{-U/k_{\rm B}T}$ over nuclear positions, with $k_{\rm B}$ the Boltzmann constant. The momentum integrals depend on the list of atomic masses alone, which both isomers share. The numbers of wells are

$$
\text{cis: }\frac{12\cdot4!\,2!}{24}=24,\qquad
\text{trans: }\frac{3\cdot4!\,2!}{24}=6,
$$

$$
\text{fac: }\frac{8\cdot3!\,3!}{24}=12,\qquad
\text{mer: }\frac{12\cdot3!\,3!}{24}=18 .
$$

The ratios are 4:1 and 2:3 even when X and Y have different masses.

Quantum vibrations can alter this result. A harmonic seven-atom model sizes the change at 500 K. Its masses are 183.84, 19.00 and 35.45 u for M, X and Y, and all its bonds are 0.200 nm long. Springs of 450 N/m along the bonds and 30 N/m between neighbouring ligands are rough choices, the same for X and Y. Classical nuclei give cis/trans $=4.000000$; quantum vibrations, with rotation kept classical, give 4.000025.

One reason why the change is small is that its leading term cancels. For a mode of angular frequency $\omega$, put $x=\hbar\omega/k_{\rm B}T$. The quantum partition function divided by the classical one has the logarithm

$$
\ln\frac{x/2}{\sinh(x/2)}=-\frac{x^2}{24}+\frac{x^4}{2880}-\dots
$$

The sum of $\omega^2$ over the modes is the trace of the mass-weighted force-constant matrix. Each atom contributes the trace of its own $3\times3$ block divided by its mass. With a shared force field, all six ligand blocks have the same trace, so the sum depends on how many X and Y there are, not on where they sit. The $x^2$ term therefore drops out of the isomer ratio. Real M–X and M–Y bonds differ in force constant and length, which matters more. With bond springs of 500 and 250 N/m and lengths of 0.183 and 0.227 nm for M–X and M–Y, and the other springs unchanged, the same model gives cis/trans of about 3.92. Nearly all of this 2 % shift is already present for classical nuclei, because swapping an X and a Y now changes $U$.

## Thermochemistry of the random limit

For the isomerization trans → cis, with both gases referred to the same standard pressure, the equilibrium constant is $K=p_{\rm cis}/p_{\rm trans}=4$. From $\Delta G^\circ=-RT\ln K$ and $RT=4.157$ kJ/mol at 500 K,

$$
\Delta G^\circ_{\rm trans\to cis}
=-4.157\ln4=-5.763\ \text{kJ/mol},
$$

or $-0.060$ eV per molecule. For fac → mer, $K=12/8=3/2$ and

$$
\Delta G^\circ_{\rm fac\to mer}
=-4.157\ln\tfrac32=-1.686\ \text{kJ/mol}.
$$

Neither value contains a bond energy. With equal energies and classical nuclei, as above, the reaction enthalpy is zero and the whole free energy comes from entropy, $R\ln4$ or $R\ln(3/2)$.

If the isomers differ in energy but are otherwise as before, the count multiplies the Boltzmann factor:

$$
\frac{p_{\rm cis}}{p_{\rm trans}}
=4\exp\!\left(\frac{E_{\rm trans}-E_{\rm cis}}{RT}\right),
\qquad
\frac{p_{\rm fac}}{p_{\rm mer}}
=\frac23\exp\!\left(\frac{E_{\rm mer}-E_{\rm fac}}{RT}\right).
$$

When $RT$ is much larger than the energy gap, the exponentials approach 1 and the statistical ratios return. When $RT$ is much smaller, the isomer of lower energy dominates. Equal populations of cis and trans do not mean equal energies: at 500 K they require trans to lie 5.763 kJ/mol below cis. An energy gap of $RT\ln1.1=0.396$ kJ/mol is enough to raise a ratio by 10 %.

## The tungsten gas in the random limit

Take M = W, X = F and Y = Cl. To find the amount of each composition, assume further that a site holds Cl with probability $y=0.40$ whatever its neighbours hold. This is stronger than equal energies at fixed composition. It describes exchange at equilibrium when the energy to replace F by Cl does not depend on the other ligands. A molecule then has $n$ Cl ligands with probability

$$
P_n=\binom6n y^n(1-y)^{6-n},
$$

so that

$$
P_2=15(0.40)^2(0.60)^4=0.3110,\qquad
P_3=20(0.40)^3(0.60)^3=0.2765 .
$$

The factor $y^n(1-y)^{6-n}$ is common to all arrangements of one composition. The chlorine content thus sets how much $\mathrm{WF_4Cl_2}$ there is, but not its cis:trans ratio. Splitting the shares 4:1 and 2:3 and multiplying by 100 mTorr gives the partial pressures:

- cis-$\mathrm{WF_4Cl_2}$: $\frac45\times0.3110\times100=24.88$ mTorr
- trans-$\mathrm{WF_4Cl_2}$: $\frac15\times0.3110\times100=6.22$ mTorr
- fac-$\mathrm{WF_3Cl_3}$: $\frac25\times0.2765\times100=11.06$ mTorr
- mer-$\mathrm{WF_3Cl_3}$: $\frac35\times0.2765\times100=16.59$ mTorr

The digits serve to check the arithmetic; the inputs are round numbers.

## Are the energies equal?

Restricted Hartree–Fock energies give a first estimate. The bond lengths were held at rough values, 0.183 nm for W–F and 0.227 nm for W–Cl, and the angles at 90° and 180°. The basis was def2-SVP with its effective core potential on W, and 6-31G on F and Cl. The results are

$$
E_{\rm trans}-E_{\rm cis}=-21.96\ \text{kJ/mol},\qquad
E_{\rm mer}-E_{\rm fac}=-23.84\ \text{kJ/mol}.
$$

The decimals identify the computed values and do not indicate their accuracy. They are not converged with respect to the basis: with def2-SVP on F and Cl too, which adds polarization functions, the cis/trans gap shrinks to about −11 kJ/mol. Including electron correlation by second-order perturbation theory (MP2) in that larger basis brings this gap to about −6 kJ/mol. Convergence beyond that basis is not shown. In all these calculations trans lies below cis. The mer–fac gap shifts in the same way, to about −12 kJ/mol with Hartree–Fock and about −6 kJ/mol with MP2 in the larger basis, with mer lower throughout. The small-basis gaps are more than five times $RT$. Inserted in the ratios they give

$$
\frac{p_{\rm cis}}{p_{\rm trans}}=4e^{-21.96/4.157}\approx0.02,
\qquad
\frac{p_{\rm fac}}{p_{\rm mer}}=\frac23e^{-23.84/4.157}\approx0.002 .
$$

With these gaps the first ratio reverses: instead of four cis molecules per trans molecule, there would be about fifty trans per cis. The larger basis gives cis/trans of about 0.3 with Hartree–Fock and about 1 with MP2, and fac/mer of about 0.04 and 0.14, so the size of the effect is very uncertain.

The two gaps are similar, and a pair model accounts for that. Let the energy be a sum of terms for neighbouring and for opposite ligand pairs. Going from cis to trans, the neighbouring pairs change from 1 ClCl, 5 FF and 6 FCl to 0, 4 and 8. Going from fac to mer, they change from 3, 3 and 6 to 2, 2 and 8. In both cases one ClCl and one FF neighbour pair become two FCl pairs. The opposite pairs change in the reverse sense, also equally in both cases. Pair terms that do not depend on composition therefore predict equal gaps, and the two small-basis values differ by only about 2 kJ/mol. The model does not say why the gaps are negative. Repulsion between neighbouring Cl ligands held at fixed angles is one possible cause, but this is a conjecture.

These small ratios are not predictions. They come from a small basis without electron correlation, and none of the calculations includes relaxation of the geometry or spin–orbit coupling. Since the gap stands in an exponent, an error of one $RT$, about 4 kJ/mol, changes a ratio by a factor of $e\approx2.7$. The estimate does not settle the true sign of the gaps. It does show that equal energies cannot be taken for granted here: a ratio within 10 % of the statistical one needs a gap of about 0.4 kJ/mol or less, and every gap computed here is more than ten times larger.

## The real process

$\mathrm{WF_6}$ and $\mathrm{WCl_6}$ both serve as tungsten precursors in vapour deposition, and 500 K and 100 mTorr are rough values in the range of such processes. The mixed gas is a model case: a reactor may remove the molecules before exchange reaches equilibrium. Equal energy is in doubt as well. The computed gaps would move cis/trans from 4 to somewhere between about 0.02 and 1, depending on the basis and the treatment of correlation, and the composition shares could move too. For this gas, 4:1 and 2:3 are therefore a statistical reference from which energy preferences can be measured, not populations to design with.

A surface adds another case. Let one of the six sites be taken by a bond to the surface, leaving five for X and Y. Two Y ligands can be placed in $\binom52=10$ ways. Two opposite pairs remain intact, so 2 placements are trans and 8 are cis: again 4:1. For three Y ligands there are also 10 placements. Those with no opposite Y pair must use the site facing the surface bond and one site from each intact pair, $1\cdot2\cdot2=4$ ways, against 6 with an opposite pair: again 2:3. The ratios survive the anchoring, but equal energy becomes harder to justify, because the site facing the surface bond is no longer equivalent to the other four.

The numerical output below collects the computed values, except those obtained with def2-SVP on F and Cl and the harmonic result for unequal bonds.

## Table of computed values

```
Placements MX4Y2, MX3Y3: 15, 20
cis: placements 12, sigma 2
trans: placements 3, sigma 8
fac: placements 8, sigma 3
mer: placements 12, sigma 2
cis:trans = 4 : 1
fac/mer = 2/3
Stepwise P(cis), P(fac|cis), P(fac): 4/5, 1/2, 2/5
Temperature: 500 K; RT = 4.157 kJ/mol
Total pressure: 100 mTorr; Cl site fraction: 0.40
Share of WF4Cl2: 0.3110; of WF3Cl3: 0.2765
cis: share 0.2488, partial pressure 24.88 mTorr
trans: share 0.0622, partial pressure 6.22 mTorr
fac: share 0.1106, partial pressure 11.06 mTorr
mer: share 0.1659, partial pressure 16.59 mTorr
Delta G trans->cis, random: -5.763 kJ/mol
Delta G fac->mer, random: -1.686 kJ/mol
Energy gap changing a ratio by 10 %: 0.396 kJ/mol
Model masses M, X, Y: 183.84, 19.00, 35.45 u
Model bond length: 0.200 nm
Model springs bond, edge: 450, 30 N/m
cis model wavenumbers: 139 to 729 cm^-1
Classical nuclei cis/trans, fac/mer: 4.000000, 0.666667
Quantum nuclei cis/trans, fac/mer: 4.000025, 0.666671
HF bond lengths W-F, W-Cl: 0.183, 0.227 nm
HF E(trans)-E(cis): -21.96 kJ/mol
HF E(mer)-E(fac): -23.84 kJ/mol
cis/trans with HF gap: 0.0203
fac/mer with HF gap: 0.00216
```
